# Quadratic Stark Shift of the Infinite-Well Ground State, Derived Two Ways: test program

```python
# Result under test: for a particle between hard walls at z = -L/2 and L/2 with
# potential energy e*F*z, the ground level shifts at second order in F by
#   E2 = -(15/pi^2 - 1) * m * e^2 * F^2 * L^4 / (24 * pi^2 * hbar^2).
# m: mass, L: width, F: field, force = e*F, E1 = pi^2 hbar^2/(2 m L^2),
# f = e*F*L/E1 (dimensionless field). Reduced units: energy in E1, length in L.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import airy, ai_zeros

pi = np.pi


def quadratic_shift(mass, width, force, hbar):
    return -(15/pi**2 - 1)*mass*force**2*width**4/(24*pi**2*hbar**2)


def box_energy(mass, width, hbar):
    return pi**2*hbar**2/(2*mass*width**2)


def airy_ground(mass, width, force, hbar):
    """Lowest root of the Airy wall condition, in units of E1."""
    e1 = box_energy(mass, width, hbar)
    length = (hbar**2/(2*mass*force))**(1/3)

    def wall_condition(eps):
        left = (-width/2 - eps*e1/force)/length
        right = (width/2 - eps*e1/force)/length
        ai_l, _, bi_l, _ = airy(left)
        ai_r, _, bi_r, _ = airy(right)
        return ai_l*bi_r - ai_r*bi_l

    # the level lies above the potential minimum and not above E1
    bottom = -force*width/(2*e1)
    grid = np.linspace(bottom, 1.05, int(20*(1.05 - bottom)) + 2)
    values = wall_condition(grid)
    first = np.nonzero(values[:-1]*values[1:] < 0)[0][0]
    return brentq(wall_condition, grid[first], grid[first + 1], xtol=1e-15)


# --- Symbolic check of the first-order state (hbar = m = force = 1, L = pi)
u = sp.symbols('u', real=True)
psi0 = sp.sqrt(2/sp.pi)*sp.cos(u)
psi1 = sp.sqrt(2/sp.pi)/2*(u*sp.cos(u) + (u**2 - sp.pi**2/4)*sp.sin(u))
assert sp.simplify(sp.diff(psi1, u, 2) + psi1 - 2*u*psi0) == 0
assert psi1.subs(u, sp.pi/2) == 0 and psi1.subs(u, -sp.pi/2) == 0
integral = sp.integrate(sp.expand(psi0*u*psi1), (u, -sp.pi/2, sp.pi/2))
symbolic_e2 = float(sp.N(integral, 20))
assert abs(symbolic_e2/quadratic_shift(1, pi, 1, 1) - 1) < 1e-12

# --- Position matrix in the box states by quadrature (units of L)
n_basis = 40
nodes, weights = np.polynomial.legendre.leggauss(240)
x, w = nodes/2, weights/2
n = np.arange(1, n_basis + 1)
states = np.sqrt(2)*np.sin(pi*np.outer(n, x + 0.5))
position = (states*(w*x)) @ states.T
for k in range(2, 13):
    expected = 8*k/(pi**2*(k**2 - 1)**2) if k % 2 == 0 else 0.0
    assert abs(abs(position[0, k - 1]) - expected) < 1e-12
assert abs(position[0, 0]) < 1e-13

# --- Second and fourth order from sums over states: E/E1 = 1 - a f^2 + b f^4
resolvent = np.zeros(n_basis)
resolvent[1:] = 1/(1.0 - n[1:]**2)
row = position[0]
second = np.sum(row**2*resolvent)
first_vector = resolvent*row
b = (first_vector @ position @ (resolvent*(position @ first_vector))
     - second*np.sum(first_vector**2))
a = (15 - pi**2)/(48*pi**2)
assert abs(-second/a - 1) < 1e-9
share_n2 = row[1]**2*resolvent[1]/second
even = np.arange(2, 2001, 2, dtype=float)
state_sum = np.sum(even**2/(even**2 - 1)**5)
coefficient = -quadratic_shift(1, 1, 1, 1)
assert abs(128*state_sum/pi**6/coefficient - 1) < 1e-11


def reduced_ground(f):
    return airy_ground(pi**2/2, 1.0, f, 1.0)


# the residual of the exact level beyond second order must be b f^4
f_test = 0.4
b_airy = (reduced_ground(f_test) - 1 + a*f_test**2)/f_test**4
assert abs(b_airy/b - 1) < 0.01  # sixth order enters at relative order f^2


def excess(f):
    """Relative overstatement of the shift by the quadratic law."""
    return a*f**2/(1 - reduced_ground(f)) - 1


f_one = brentq(lambda f: excess(f) - 0.01, 0.5, 15)
f_ten = brentq(lambda f: excess(f) - 0.10, 0.5, 25)

# --- Worked example in SI units
hbar, charge = const.hbar, const.e
mass_ratio, width_nm = 0.07, 10.0
mass, width = mass_ratio*const.m_e, width_nm*1e-9
mev = 1e-3*charge
e1 = box_energy(mass, width, hbar)


def exact_shift(m_, w_, force):
    return (airy_ground(m_, w_, force, hbar) - 1)*box_energy(m_, w_, hbar)


# scaling of exact shifts at weak field; quartic terms limit the agreement
weak = charge*1e6
base = exact_shift(mass, width/2, weak)
assert abs(exact_shift(mass, width, weak)/base - 16) < 16e-3
assert abs(exact_shift(2*mass, width/2, weak)/base - 2) < 2e-3
assert abs(exact_shift(mass, width/2, 2*weak)/base - 4) < 4e-3
assert abs(base/quadratic_shift(mass, width/2, weak, hbar) - 1) < 1e-3

print(f"mass = {mass_ratio} electron masses, width L = {width_nm} nm")
print(f"E1 = {e1/mev:.4f} meV")
print(f"coefficient (15/pi^2-1)/(24 pi^2) = {coefficient:.8f}")
print(f"sum over even n of n^2/(n^2-1)^5 = {state_sum:.8f}")
print(f"|z_12|/L = {abs(row[1]):.6f}")
print(f"share of n=2 in the second-order sum = {100*share_n2:.3f} %")
print(f"a (coefficient of -f^2, energy in E1) = {a:.8f}")
print(f"b (coefficient of +f^4, from state sums) = {b:.5e}")
print(f"b from Airy residual at f = {f_test}: {b_airy:.5e}")
print(f"quadratic law 1% too large at f = {f_one:.3f}")
print(f"quadratic law 10% too large at f = {f_ten:.3f}")
print("F mV/nm |   f    | quadratic meV | with quartic meV"
      " | exact meV | excess %")
for field in (1, 2, 5, 10, 20, 50, 100):
    force = charge*field*1e6
    f = force*width/e1
    quad = quadratic_shift(mass, width, force, hbar)
    quart = quad + b*f**4*e1
    exact = exact_shift(mass, width, force)
    diagonal = np.linalg.eigvalsh(np.diag(n**2.0) + f*position)[0]
    assert abs(diagonal - 1 - exact/e1) < 1e-8
    print(f"{field:7d} | {f:6.3f} | {quad/mev:13.5f} | {quart/mev:16.5f}"
          f" | {exact/mev:9.5f} | {100*(quad/exact - 1):8.3f}")

# --- Displacement of the charge, <z> = 2 E2/(e F) to first order


def mean_position(f):
    _, vectors = np.linalg.eigh(np.diag(n**2.0) + f*position)
    ground = vectors[:, 0]
    return ground @ position @ ground


assert abs(mean_position(0.1)/(-2*a*0.1) - 1) < 1e-3
force = charge*10e6
z_linear = 2*quadratic_shift(mass, width, force, hbar)/force
z_exact = mean_position(force*width/e1)*width
print(f"<z> at 10 mV/nm, first order = {z_linear*1e9:.5f} nm")
print(f"<z> at 10 mV/nm, diagonalized = {z_exact*1e9:.5f} nm")

# --- Strong field: the far wall ceases to matter (triangular well)
airy_zero = -ai_zeros(1)[0][0]
print(f"first zero of Ai at -{airy_zero:.5f}")
gaps = []
for field in (50, 100):
    force = charge*field*1e6
    length = (hbar**2/(2*mass*force))**(1/3)
    triangular = -force*width/2 + airy_zero*force*length
    level = e1 + exact_shift(mass, width, force)
    gaps.append((level - triangular)/mev)
    print(f"F = {field} mV/nm: l = {length*1e9:.4f} nm, triangular level"
          f" = {triangular/mev:.4f} meV, exact = {level/mev:.4f} meV")
assert 0 < gaps[1] < gaps[0] and gaps[1] < 0.1

print("checks complete")
```

Running it gives:

```
mass = 0.07 electron masses, width L = 10.0 nm
E1 = 53.7186 meV
coefficient (15/pi^2-1)/(24 pi^2) = 0.00219452
sum over even n of n^2/(n^2-1)^5 = 0.01648274
|z_12|/L = 0.180127
share of n=2 in the second-order sum = 99.868 %
a (coefficient of -f^2, energy in E1) = 0.01082954
b (coefficient of +f^4, from state sums) = 2.13526e-05
b from Airy residual at f = 0.4: 2.13362e-05
quadratic law 1% too large at f = 2.268
quadratic law 10% too large at f = 7.624
F mV/nm |   f    | quadratic meV | with quartic meV | exact meV | excess %
      1 |  0.186 |      -0.02016 |         -0.02016 |  -0.02016 |    0.007
      2 |  0.372 |      -0.08064 |         -0.08062 |  -0.08062 |    0.027
      5 |  0.931 |      -0.50399 |         -0.50313 |  -0.50314 |    0.170
     10 |  1.862 |      -2.01598 |         -2.00220 |  -2.00242 |    0.677
     20 |  3.723 |      -8.06390 |         -7.84351 |  -7.85700 |    2.633
     50 |  9.308 |     -50.39939 |        -41.79032 | -44.15753 |   14.135
    100 | 18.616 |    -201.59754 |        -63.85248 | -142.42120 |   41.550
<z> at 10 mV/nm, first order = -0.40320 nm
<z> at 10 mV/nm, diagonalized = -0.39782 nm
first zero of Ai at -2.33811
F = 50 mV/nm: l = 2.2162 nm, triangular level = 9.0913 meV, exact = 9.5611 meV
F = 100 mV/nm: l = 1.7590 nm, triangular level = -88.7183 meV, exact = -88.7026 meV
checks complete
```
